\section*{Orientational averaging of the Raman tensor: activity and depolarization ratio}

Let $x,y,z$ be axes fixed in a molecule and $X,Y,Z$ axes fixed in the laboratory. An electric field $\mathbf E$ induces in the molecule a dipole with components $p_i=\sum_j\alpha_{ij}E_j$, where $\alpha$ is the polarizability tensor. The polarizability depends on the positions of the nuclei. For a displacement $Q$ along one nondegenerate normal coordinate,
\begin{equation}
\alpha_{ij}(Q)=\alpha_{ij}(0)+T_{ij}\,Q+\dots,\qquad
T_{ij}=\left.\frac{\partial\alpha_{ij}}{\partial Q}\right|_{Q=0}.
\end{equation}
The tensor $T$ is the Raman tensor of the vibration. The light is assumed to be far from any electronic resonance and the electronic ground state to be nondegenerate, with no magnetic field present. Then $T$ may be taken as real and symmetric, $T_{ij}=T_{ji}$. In the static limit the symmetry is immediate, because $\alpha_{ij}=-\partial^2E/\partial F_i\partial F_j$ is a second derivative of the energy $E$ with respect to the components of a static field $F$, and the order of differentiation does not matter.

Two numbers formed from $T$ will describe the scattering. They are the mean value
\begin{equation}
a=\tfrac13\,(T_{xx}+T_{yy}+T_{zz})
\end{equation}
and the squared anisotropy
\begin{align}
\gamma^2={}&\tfrac12\left[(T_{xx}-T_{yy})^2+(T_{yy}-T_{zz})^2+(T_{zz}-T_{xx})^2\right]\nonumber\\
&+3\left(T_{xy}^2+T_{yz}^2+T_{zx}^2\right).
\label{gammadef}
\end{align}
Hartree atomic units are used, so a polarizability is measured in bohr$^3$.

The incident light is linearly polarized along $Z$, and the scattered light is collected along $Y$, perpendicular to that polarization. A dipole radiates along $Y$ a field proportional to its component transverse to $Y$, so an analyser in front of the detector can select the $Z$ component, called parallel, or the $X$ component, called perpendicular. The incident beam may travel in any direction perpendicular to $Z$, since only its polarization enters.

To see which average of $T$ is needed, let the incident field be $E_0\cos\omega t$ and let the molecule vibrate as $Q=Q_0\cos(\Omega t+\varphi)$. The part of the dipole that is linear in $Q$ has, along the laboratory direction $F$, the component
\begin{align}
p_F&=T_{FZ}\,Q_0E_0\cos(\Omega t+\varphi)\cos\omega t\nonumber\\
&=\tfrac12T_{FZ}\,Q_0E_0\left\{\cos[(\omega-\Omega)t-\varphi]+\cos[(\omega+\Omega)t+\varphi]\right\}.
\end{align}
The two terms radiate at the shifted frequencies $\omega\mp\Omega$. At either of them the amplitude from molecule $m$ is proportional to $c_m=T^{(m)}_{FZ}$ and carries the vibrational phase $\varphi_m$. For many molecules the intensity is proportional to
\begin{equation}
\Bigl|\sum_m c_m e^{i\varphi_m}\Bigr|^2=\sum_m c_m^2+\sum_{m\neq n}c_mc_n\,e^{i(\varphi_m-\varphi_n)}.
\end{equation}
Different molecules vibrate with independent phases, each uniformly distributed, so the mean of every factor $e^{i(\varphi_m-\varphi_n)}$ with $m\ne n$ is zero. Phases due to the positions of the molecules multiply these terms by fixed factors and do not change this. Intensities therefore add, and what is measured is the mean of the square $\langle T_{FZ}^2\rangle$, not the square of the mean. Angle brackets denote the average over molecular orientations. Apart from a common factor,
\begin{equation}
I_\parallel=\langle T_{ZZ}^2\rangle,\qquad I_\perp=\langle T_{XZ}^2\rangle .
\end{equation}

In a gas or liquid without a preferred direction all orientations are equally likely. The laboratory components of $T$ are $T_{FG}=\sum_{ij}R_{Fi}R_{Gj}T_{ij}$, where $R$ is the orthogonal matrix of direction cosines. One could average products of four direction cosines directly, but isotropy gives the answer with less work. It says that an average keeps its value when the laboratory axes are replaced by any other right-handed set of perpendicular axes.

Separate the tensor into an isotropic part and a traceless remainder:
\begin{equation}
T=a\,\mathbf 1+\beta,\qquad \operatorname{tr}\beta=\operatorname{tr}T-3a=0 .
\end{equation}
The unit tensor has the same components in every frame, because $R\,\mathbf 1R^{\mathsf T}=\mathbf 1$. All dependence on orientation is thus in $\beta$, and
\begin{equation}
T_{ZZ}=a+\beta_{ZZ},\qquad T_{XZ}=\beta_{XZ}.
\label{split}
\end{equation}

The anisotropy $\gamma^2$ measures the size of $\beta$. In the differences of diagonal elements in Eq.~\eqref{gammadef} the value $a$ cancels, so $T$ may be replaced there by $\beta$. Expanding the squares gives
\begin{equation}
\tfrac12\sum_{i<j}(\beta_{ii}-\beta_{jj})^2=\sum_i\beta_{ii}^2-\sum_{i<j}\beta_{ii}\beta_{jj}.
\end{equation}
Since the trace vanishes, $0=(\sum_i\beta_{ii})^2=\sum_i\beta_{ii}^2+2\sum_{i<j}\beta_{ii}\beta_{jj}$. The last sum is therefore $-\tfrac12\sum_i\beta_{ii}^2$, and the right-hand side equals $\tfrac32\sum_i\beta_{ii}^2$. Adding the off-diagonal terms,
\begin{equation}
\gamma^2=\tfrac32\Bigl(\sum_i\beta_{ii}^2+2\sum_{i<j}\beta_{ij}^2\Bigr)=\tfrac32\operatorname{tr}\beta^2 .
\label{norm}
\end{equation}
A trace does not depend on the choice of axes, so $\gamma^2$ does not either. It is a sum of squares, and it vanishes only if $\beta=0$.

Now the averages. By isotropy $\langle\beta_{XX}\rangle$, $\langle\beta_{YY}\rangle$ and $\langle\beta_{ZZ}\rangle$ are equal. Their sum is $\langle\operatorname{tr}\beta\rangle=0$, so each is zero. Three second-order averages remain to be found:
\begin{equation}
A=\langle\beta_{ZZ}^2\rangle,\qquad B=\langle\beta_{XX}\beta_{ZZ}\rangle,\qquad C=\langle\beta_{XZ}^2\rangle .
\end{equation}
Isotropy makes each of them independent of which laboratory axes are named, so three relations suffice.

The first relation comes from the vanishing trace. Multiplying it by $\beta_{ZZ}$ and averaging gives
\begin{equation}
0=\langle\beta_{ZZ}(\beta_{XX}+\beta_{YY}+\beta_{ZZ})\rangle=2B+A,
\qquad B=-\tfrac12A .
\end{equation}

The second comes from turning the laboratory axes by $45^\circ$ about $Y$. The new axes have unit vectors $\mathbf e_{X'}=(\mathbf e_X+\mathbf e_Z)/\sqrt2$ and $\mathbf e_{Z'}=(\mathbf e_Z-\mathbf e_X)/\sqrt2$. In these axes
\begin{equation}
\beta_{X'Z'}=\tfrac12(\beta_{XZ}-\beta_{XX}+\beta_{ZZ}-\beta_{ZX})
=\tfrac12(\beta_{ZZ}-\beta_{XX}),
\end{equation}
where the symmetry $\beta_{XZ}=\beta_{ZX}$ removed two terms. An off-diagonal component in one frame is half a difference of diagonal components in another. Isotropy requires $\langle\beta_{X'Z'}^2\rangle=C$, hence
\begin{equation}
C=\tfrac14(A-2B+A)=\tfrac12(A-B)=\tfrac34A .
\label{threequarters}
\end{equation}
This is where the number $3/4$ enters: for the traceless part alone, the perpendicular intensity is three quarters of the parallel one, whatever the form of $\beta$.

The third relation fixes the scale. Written in laboratory components, $\operatorname{tr}\beta^2$ contains three diagonal squares and six off-diagonal ones, and by Eq.~\eqref{norm} it has the value $\tfrac23\gamma^2$ for every orientation. Its average is therefore
\begin{equation}
\tfrac23\gamma^2=3A+6C=3A+\tfrac92A=\tfrac{15}{2}A,
\end{equation}
which gives
\begin{equation}
A=\frac{4\gamma^2}{45},\qquad C=\frac34\cdot\frac{4\gamma^2}{45}=\frac{\gamma^2}{15}.
\end{equation}

Squaring Eq.~\eqref{split} and averaging, with the cross term $2a\langle\beta_{ZZ}\rangle=0$, yields the two intensities:
\begin{equation}
I_\parallel=a^2+\frac{4\gamma^2}{45}=\frac{45a^2+4\gamma^2}{45},\qquad
I_\perp=\frac{\gamma^2}{15}=\frac{3\gamma^2}{45}.
\label{intensities}
\end{equation}
Without an analyser the detector receives their sum. The Raman activity $S$ is this sum multiplied by 45, a conventional factor that clears the denominators:
\begin{equation}
S=45\,(I_\parallel+I_\perp)=45a^2+7\gamma^2 .
\label{activity}
\end{equation}
The depolarization ratio is
\begin{equation}
\rho=\frac{I_\perp}{I_\parallel}=\frac{3\gamma^2}{45a^2+4\gamma^2}.
\label{rho}
\end{equation}
For a nonzero tensor the denominator is positive, so $\rho\ge0$. The distance from the upper bound is
\begin{equation}
\frac34-\rho=\frac{3(45a^2+4\gamma^2)-12\gamma^2}{4(45a^2+4\gamma^2)}
=\frac{135a^2}{4(45a^2+4\gamma^2)}\ge0 .
\end{equation}
Hence $0\le\rho\le3/4$. The lower limit is reached when $\gamma=0$ and the upper one when $a=0$.

These limits have a direct meaning. If $\gamma=0$, the part of the induced dipole that is linear in $Q$ lies along the line of the field however the molecule is turned, and no perpendicular light appears at the shifted frequencies. If $a=0$, the isotropic part, which adds to the parallel intensity alone, is missing, and the ratio of Eq.~\eqref{threequarters} remains. An intermediate case is a tensor with a single nonzero principal value $t$. It has $a=t/3$ and $\gamma^2=t^2$, so $\rho=3/(5+4)=1/3$.

Symmetry decides when $a$ must vanish. Suppose that a symmetry operation of the equilibrium structure reverses the normal coordinate, $Q\to-Q$. The structures at $Q$ and $-Q$ then differ by a rotation or reflection, and their polarizabilities have the same trace. The trace is an even function of $Q$, its derivative at $Q=0$ is zero, and $a=0$. A nondegenerate vibration that is not totally symmetric is reversed by at least one operation, so if it is Raman active it has $\rho=3/4$. Conversely, a nondegenerate vibration observed with $\rho<3/4$ is totally symmetric, provided the assumptions made here hold.

The orientations were treated as classical, although a freely rotating molecule has quantized rotation. The result survives if the intensity is summed over the rotational lines of the vibrational band. For an initial rotational state $|r\rangle$, completeness of the final states $|r'\rangle$ gives
\begin{equation}
\sum_{r'}|\langle r'|T_{FZ}|r\rangle|^2=\langle r|T_{FZ}^2|r\rangle .
\end{equation}
The right-hand side is an average of $T_{FZ}^2$ over the orientations in the state $|r\rangle$. When all spatial orientations of the angular momentum are equally populated, the resulting distribution is isotropic. The small variation of the scattered frequency across the band is neglected. A single rotational line need not obey Eq.~\eqref{rho}.

The bound also relies on the symmetry of $T$. Near an electronic resonance the tensor can acquire an antisymmetric part $W$, with $W_{FG}=-W_{GF}$. Let $T$ now denote the symmetric part and take both parts real. Since $W_{ZZ}=0$, the parallel intensity is unchanged. The perpendicular intensity becomes $\langle(T_{XZ}+W_{XZ})^2\rangle$. Its cross term vanishes: a $90^\circ$ turn of the laboratory axes about $Y$, with $\mathbf e_{X'}=\mathbf e_Z$ and $\mathbf e_{Z'}=-\mathbf e_X$, gives $T_{X'Z'}=-T_{XZ}$ but $W_{X'Z'}=W_{XZ}$, so $\langle T_{XZ}W_{XZ}\rangle$ equals its own negative. With $w^2=W_{xy}^2+W_{yz}^2+W_{zx}^2$, the sum of the six off-diagonal squares is $2w^2$ in every frame, and isotropy gives each the mean $w^2/3$. Therefore
\begin{equation}
\rho=\frac{\gamma^2/15+w^2/3}{a^2+4\gamma^2/45}=\frac{3\gamma^2+15w^2}{45a^2+4\gamma^2}.
\end{equation}
For a symmetric part $\operatorname{diag}(1,1,-2)$ and an antisymmetric part with $W_{xy}=1$ as its one independent element, $a=0$, $\gamma^2=9$ and $w^2=1$. The ratio is $42/36\approx1.17$, well above $3/4$.

The polarization of the incident light matters as well. Let unpolarized light travel along $Y$ and let the scattered light be observed along $X$. The incident light is an equal, incoherent mixture of $X$ and $Z$ polarizations, so the intensities polarized along $Y$ and $Z$ are proportional to $\langle T_{YX}^2\rangle+\langle T_{YZ}^2\rangle=2I_\perp$ and $\langle T_{ZX}^2\rangle+\langle T_{ZZ}^2\rangle=I_\perp+I_\parallel$. Their ratio is
\begin{equation}
\rho_{\mathrm n}=\frac{2I_\perp}{I_\parallel+I_\perp}=\frac{6\gamma^2}{45a^2+7\gamma^2}\le\frac67 .
\end{equation}
A stated depolarization ratio has to be read together with its geometry.

The stretching vibration of the molecule Li$_2$ shows the sizes involved. By symmetry about the bond, taken as the $z$ axis, the Raman tensor is diagonal with elements $(T_\perp,T_\perp,T_\parallel)$. Its invariants are
\begin{equation}
a=\tfrac13(T_\parallel+2T_\perp),\qquad
\gamma^2=\tfrac12\left[0+2(T_\parallel-T_\perp)^2\right]=(T_\parallel-T_\perp)^2 .
\end{equation}
It is convenient to differentiate first with respect to the bond length $R$. The tensor then has the unit bohr$^2$, and the change to a normal coordinate is a common factor that cancels in $\rho$.

The electronic structure was computed by the restricted Hartree--Fock method. Each atom carried uncontracted Gaussian functions: ten $s$, four $p$ and two $d$ shells, the latter with five components each, with exponents in geometric progression. The smallest exponents were 0.015, 0.018 and 0.040 bohr$^{-2}$, and the successive ratios 3.2, 3.0 and 3.0. Minimizing the restricted energy gave a bond length of 5.268 bohr. The static polarizability, from the coupled-perturbed Hartree--Fock equations, is there 265 bohr$^3$ along the bond and 184 bohr$^3$ across it. Central differences between bond lengths 0.05 bohr longer and shorter gave
\begin{equation}
T_\parallel=79.24\ \text{bohr}^2,\qquad T_\perp=24.00\ \text{bohr}^2 ,
\end{equation}
where the last digits are kept only for the arithmetic: lengthening the bond by 0.002 bohr already raises $T_\parallel$ by about 0.06 bohr$^2$. It follows that
\begin{align}
a&=\tfrac13(79.24+48.00)=42.41\ \text{bohr}^2,\\
\gamma^2&=(79.24-24.00)^2=3051\ \text{bohr}^4 .
\end{align}
The two parts of the activity are $45a^2=8.09\times10^4$ and $7\gamma^2=2.14\times10^4$ bohr$^4$, so
\begin{equation}
S=1.023\times10^5\ \text{bohr}^4,\qquad
\rho=\frac{3\times3051}{8.09\times10^4+4\times3051}=0.098 .
\end{equation}

For an axial molecule the averages can also be done by direct integration, which shows the general formulas at work. Let $\mathbf n$ be the unit vector along the bond and $\Delta=T_\parallel-T_\perp$. Then $T_{FG}=T_\perp\delta_{FG}+\Delta\,n_Fn_G$. With $n_Z=\cos\theta$ uniformly distributed between $-1$ and $1$, $\langle n_Z^2\rangle=1/3$ and $\langle n_Z^4\rangle=1/5$. Averaging $n_Z^2(n_X^2+n_Y^2+n_Z^2)=n_Z^2$ gives $2\langle n_X^2n_Z^2\rangle+1/5=1/3$, so $\langle n_X^2n_Z^2\rangle=1/15$. Hence
\begin{align}
I_\parallel&=T_\perp^2+\tfrac23T_\perp\Delta+\tfrac15\Delta^2=576+884+610=2070\ \text{bohr}^4,\\
I_\perp&=\tfrac1{15}\Delta^2=203\ \text{bohr}^4 .
\end{align}
Their ratio is again 0.098, and 45 times their sum is again $1.02\times10^5$ bohr$^4$.

The ratio is small although the tensor is far from isotropic: $\gamma^2$ is 1.7 times $a^2$. The reason lies in the weights of Eq.~\eqref{intensities}, where $a^2$ enters $I_\parallel$ with weight 1 and $\gamma^2$ enters $I_\perp$ with weight $1/15$. Nor can the anisotropy of the polarizability at equilibrium replace that of its derivative. The difference $265-184=81$ bohr$^3$ is 0.38 of the mean polarizability, 211 bohr$^3$, whereas $|\gamma/a|=55.24/42.41=1.30$ for the Raman tensor. Stretching the bond changes the response along it much more than the response across it.

For the mass-weighted normal coordinate $Q=\sqrt\mu\,(R-R_{\mathrm e})$, where $R_{\mathrm e}$ is the equilibrium bond length and $\mu$ the reduced mass, the chain rule gives $\partial\alpha/\partial Q=\mu^{-1/2}\,\partial\alpha/\partial R$. The activity, being quadratic, is divided by $\mu$. Two $^7$Li atoms of mass about 7.0 u have $\mu\approx3.5$ u, or about $6.4\times10^3$ electron masses $m_e$, and
\begin{equation}
S_Q\approx\frac{1.023\times10^5}{6.4\times10^3}\approx16\ \text{bohr}^4/m_e ,
\end{equation}
which is about $2.3\times10^3$ \AA$^4$/u.

These values belong to the stated model. It leaves out electron correlation and the dependence of the polarizability on the frequency of the light, and its basis is finite. For Li$_2$ these omissions are large. Six-component $d$ shells in place of five-component ones lower $T_\perp$ to 23.3 bohr$^2$ and raise $\rho$ to 0.102. The restricted solution is unstable towards spin polarization at this bond length, a sign that correlation matters. Full configuration interaction for the two valence electrons in the same basis gives a bond length of 5.11 bohr, polarizabilities of 311 and 169 bohr$^3$, $T_\parallel\approx119$ and $T_\perp\approx28$ bohr$^2$, an activity twice as large, $S\approx2.1\times10^5$ bohr$^4$, and $\rho\approx0.13$. The static tensor is suited only to light far below the first electronic absorption, which for Li$_2$ lies in the red, near 610 nm in time-dependent Hartree--Fock theory and near 680 nm with valence correlation. Common laser lines are not far enough below it: at 1064 nm time-dependent Hartree--Fock theory already gives $S\approx3.8\times10^5$ bohr$^4$ and $\rho\approx0.14$. None of this affects the averaging, which holds for any real symmetric tensor.
